# Wolfsberg-Helmholz and core guesses for water: overlap with the converged space: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for water (RHF/STO-3G) the GWH matrix
    G_ii = H_ii,  G_ij = K S_ij (H_ii + H_jj)/2,  K = 1.75,
and the core Hamiltonian H give guesses whose occupied spaces are compared
with the converged one by Q = Tr(D_ref S D_guess S), 3 <= Q <= 5.
The loss 5 - Q splits into one in-plane symmetric and one antisymmetric part.
S: overlap matrix; D = C_occ C_occ^T; F: converged Fock matrix.
Energies in hartree, molecule in the yz plane with its axis along z.
"""
import numpy as np
from scipy.linalg import eigh
from pyscf import gto, scf, dft

K = 1.75
BOND = 0.96      # angstrom, chosen
ANGLE = 104.5    # degree, chosen
NOCC = 5
PY, H1, H2 = 3, 5, 6   # basis order: 1s 2s 2px 2py 2pz (O), 1s, 1s (H)


def make_water(turn_degrees=0.0):
    half = np.radians(ANGLE / 2)
    turn = np.radians(turn_degrees)
    atoms = [("O", (0.0, 0.0, 0.0))]
    for sign in (1, -1):
        y, z = sign * BOND * np.sin(half), BOND * np.cos(half)
        atoms.append(("H", (0.0, y * np.cos(turn) - z * np.sin(turn),
                            y * np.sin(turn) + z * np.cos(turn))))
    return gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)


def gwh_matrix(core, overlap):
    diag = np.diag(core)
    matrix = K * overlap * (diag[:, None] + diag[None, :]) / 2
    np.fill_diagonal(matrix, diag)
    return matrix


def converge(mol):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def projector(orbitals):
    return orbitals[:, :NOCC] @ orbitals[:, :NOCC].T


def space_overlap(d_a, d_b, overlap):
    return np.trace(d_a @ overlap @ d_b @ overlap)


mol = make_water()
S = mol.intor("int1e_ovlp")
H = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
ERI = mol.intor("int2e")
mf = converge(mol)
F = mf.get_fock()
C_ref = mf.mo_coeff
D_ref = projector(C_ref)


def fock(density):
    coulomb = np.einsum("ijkl,kl->ij", ERI, density)
    exchange = np.einsum("ikjl,kl->ij", ERI, density)
    return H + 2 * coulomb - exchange


def energy(density):
    return np.sum(density * (H + fock(density))) + mol.energy_nuc()


def oxygen_population(density):
    return 2 * np.diag(density @ S)[:5].sum()


def roothaan(density):
    for count in range(1, 501):
        new = projector(eigh(fock(density), S)[1])
        change = np.abs(new - density).max()
        density = new
        if change < 1e-8:
            return count, density
    raise AssertionError("plain iteration did not converge")


def lower_pair_orbital(h11, h22, h12, t):
    """Lower root and normalized vector of a 2x2 problem with overlap t."""
    a = 1 - t**2
    b = -(h11 + h22 - 2 * t * h12)
    c = h11 * h22 - h12**2
    root = (-b - np.sqrt(b**2 - 4 * a * c)) / (2 * a)
    vec = np.array([-(h12 - root * t), h11 - root])
    vec /= np.sqrt(vec[0]**2 + vec[1]**2 + 2 * t * vec[0] * vec[1])
    return root, vec * np.sign(vec[0])


# Antisymmetric pair: p_y and h_minus = (h1 - h2)/sqrt(2(1-s))
s_hh = S[H1, H2]
t = np.sqrt(2) * S[PY, H1] / np.sqrt(1 - s_hh)


def pair_block(matrix):
    return (matrix[PY, PY], (matrix[H1, H1] - matrix[H1, H2]) / (1 - s_hh),
            np.sqrt(2) * matrix[PY, H1] / np.sqrt(1 - s_hh))


blocks = {
    "core": pair_block(H),
    "GWH": (H[PY, PY], H[H1, H1] * (1 - K * s_hh) / (1 - s_hh),
            K * t * (H[PY, PY] + H[H1, H1]) / 2),
    "converged": pair_block(F)}
pairs = {name: lower_pair_orbital(*b, t) for name, b in blocks.items()}
metric = np.array([[1, t], [t, 1]])

# Real-space quadrature of products of basis functions
grid = dft.gen_grid.Grids(mol)
grid.level = 4
grid.build()
values = mol.eval_gto("GTOval_sph", grid.coords)
S_grid = values.T @ (grid.weights[:, None] * values)

G = gwh_matrix(H, S)
results = {}
for name, matrix in (("core", H), ("GWH", G)):
    levels, C = eigh(matrix, S)
    D = projector(C)
    cosines = np.linalg.svd(C_ref[:, :NOCC].T @ S @ C[:, :NOCC],
                            compute_uv=False)
    Q = space_overlap(D_ref, D, S)
    virtual = C_ref[:, NOCC:].T @ S @ C[:, NOCC:]
    on_grid = C_ref[:, :NOCC].T @ S_grid @ C[:, :NOCC]
    assert abs(Q - np.sum(cosines**2)) < 1e-9
    assert abs((5 - Q) - (2 - np.sum(virtual**2))) < 1e-9
    assert abs(Q - np.sum(on_grid**2)) < 1e-4
    assert 3 - 1e-9 <= Q <= 5 + 1e-9
    assert np.all(np.abs(cosines[:3] - 1) < 1e-7)
    # hand-solved pair against the full diagonalization
    root, vec = pairs[name]
    assert np.min(np.abs(levels[:NOCC] - root)) < 1e-8
    loss_anti = 1 - (pairs["converged"][1] @ metric @ vec)**2
    assert np.min(np.abs((1 - cosines[3:]**2) - loss_anti)) < 1e-7
    E_guess = energy(D)
    assert E_guess > mf.e_tot
    steps, D_final = roothaan(D)
    assert abs(energy(D_final) - mf.e_tot) < 1e-8
    assert abs(space_overlap(D_ref, D_final, S) - 5) < 1e-8
    results[name] = dict(Q=Q, cosines=cosines, anti=loss_anti, E=E_guess,
                         steps=steps, pop=oxygen_population(D), levels=levels)
assert np.min(np.abs(mf.mo_energy[:NOCC] - pairs["converged"][0])) < 1e-6

# Switching on the electron repulsion draws charge away from oxygen
populations = [oxygen_population(projector(eigh(H + x * (F - H), S)[1]))
               for x in (0.0, 0.5, 1.0)]
assert populations[0] > populations[1] > populations[2]

# Turning the molecule in its plane: core guess invariant, GWH guess not
turned = make_water(30.0)
S_t = turned.intor("int1e_ovlp")
H_t = turned.intor("int1e_kin") + turned.intor("int1e_nuc")
D_t = projector(converge(turned).mo_coeff)
Q_turned = {name: space_overlap(D_t, projector(eigh(m, S_t)[1]), S_t)
            for name, m in (("core", H_t), ("GWH", gwh_matrix(H_t, S_t)))}
assert abs(Q_turned["core"] - results["core"]["Q"]) < 1e-7
assert abs(Q_turned["GWH"] - results["GWH"]["Q"]) > 1e-6


def row(array, digits=4):
    return " ".join(f"{x:.{digits}f}" for x in array)


print(f"bond {BOND} angstrom, angle {ANGLE} degree, K = {K}")
print("basis order: O 1s 2s 2px 2py 2pz, H1 1s, H2 1s")
print("core diagonal H_ii (hartree):", row(np.diag(H)))
print("S row of H1:", row(S[H1]))
print("core row of H1 (hartree):", row(H[H1]))
print("GWH row of H1 (hartree):", row(G[H1]))
print(f"O 1s-2s: S {S[0, 1]:.4f}, core {H[0, 1]:.4f}, "
      f"GWH {G[0, 1]:.4f} hartree")
print(f"antisymmetric pair: s_hh {s_hh:.5f}, t {t:.5f}")
for name, block in blocks.items():
    root, vec = pairs[name]
    print(f"{name} pair pp, hh, ph (hartree):", row(block, 5))
    print(f"{name} pair lower root {root:.5f} hartree, "
          f"c_p {vec[0]:.5f}, c_h {vec[1]:.5f}")
for name, r in results.items():
    loss = 5 - r["Q"]
    print(f"{name} levels (hartree):", row(r["levels"]))
    print(f"{name} principal cosines:", row(r["cosines"], 5))
    print(f"{name} Q = {r['Q']:.5f} of 5, loss = {loss:.5f} of 2")
    print(f"{name} loss: symmetric {loss - r['anti']:.5f}, "
          f"antisymmetric {r['anti']:.5f}")
    print(f"{name} squared determinant overlap (one spin): "
          f"{np.prod(r['cosines']**2):.5f}")
    print(f"{name} oxygen Mulliken population: {r['pop']:.4f} electrons")
    print(f"{name} determinant energy: {r['E']:.5f} hartree, "
          f"above converged by {r['E'] - mf.e_tot:.5f} hartree")
    print(f"{name} plain Roothaan iterations to 1e-8: {r['steps']}")
print("closer occupied space:", max(results, key=lambda n: results[n]["Q"]))
print(f"loss ratio GWH/core: "
      f"{(5 - results['GWH']['Q']) / (5 - results['core']['Q']):.4f}")
print(f"converged energy: {mf.e_tot:.6f} hartree")
print("oxygen population at repulsion 0, 1/2, 1 (electrons):",
      row(populations))
print(f"turned by 30 degree: core Q {Q_turned['core']:.6f}, "
      f"GWH Q {Q_turned['GWH']:.6f}")
print(f"unturned: core Q {results['core']['Q']:.6f}, "
      f"GWH Q {results['GWH']['Q']:.6f}")
print("finished without a failed check")
```

Output:

```
bond 0.96 angstrom, angle 104.5 degree, K = 1.75
basis order: O 1s 2s 2px 2py 2pz, H1 1s, H2 1s
core diagonal H_ii (hartree): -32.7177 -9.3319 -7.4553 -7.6105 -7.5484 -5.0651 -5.0651
S row of H1: 0.0536 0.4730 0.0000 0.3103 0.2403 1.0000 0.2502
core row of H1 (hartree): -1.7378 -3.7234 0.0000 -2.0231 -1.6388 -5.0651 -1.5960
GWH row of H1 (hartree): -1.7727 -5.9582 -0.0000 -3.4419 -2.6519 -5.0651 -2.2177
O 1s-2s: S 0.2367, core -7.6120, GWH -8.7091 hartree
antisymmetric pair: s_hh 0.25019, t 0.50683
core pair pp, hh, ph (hartree): -7.61054 -4.62669 -3.30411
core pair lower root -7.73226 hartree, c_p 1.09205, c_h -0.21619
GWH pair pp, hh, ph (hartree): -7.61054 -3.79751 -5.62131
GWH pair lower root -8.13029 hartree, c_p 0.82450, c_h 0.28556
converged pair pp, hh, ph (hartree): -0.31704 -0.24607 -0.64540
converged pair lower root -0.61642 hartree, c_p 0.60636, c_h 0.54519
core levels (hartree): -32.7187 -8.2966 -7.7323 -7.4639 -7.4553 -4.2280 -4.2052
core principal cosines: 1.00000 1.00000 1.00000 0.83897 0.77963
core Q = 4.31169 of 5, loss = 0.68831 of 2
core loss: symmetric 0.29612, antisymmetric 0.39218
core squared determinant overlap (one spin): 0.42783
core oxygen Mulliken population: 10.4381 electrons
core determinant energy: -73.23393 hartree, above converged by 1.72939 hartree
core plain Roothaan iterations to 1e-8: 20
GWH levels (hartree): -32.7681 -8.7635 -8.1303 -7.5299 -7.4553 0.4466 4.1872
GWH principal cosines: 1.00000 1.00000 1.00000 0.97121 0.95068
GWH Q = 4.84704 of 5, loss = 0.15296 of 2
GWH loss: symmetric 0.09621, antisymmetric 0.05675
GWH squared determinant overlap (one spin): 0.85250
GWH oxygen Mulliken population: 8.8501 electrons
GWH determinant energy: -74.66301 hartree, above converged by 0.30031 hartree
GWH plain Roothaan iterations to 1e-8: 21
closer occupied space: GWH
loss ratio GWH/core: 0.2222
converged energy: -74.963319 hartree
oxygen population at repulsion 0, 1/2, 1 (electrons): 10.4381 10.1694 8.3637
turned by 30 degree: core Q 4.311692, GWH Q 4.847357
unturned: core Q 4.311692, GWH Q 4.847043
finished without a failed check
```
